# Estimating the depolarizing field in a thin ferroelectric film with short-circuited electrodes

## Question

I have a ferroelectric film of thickness 5 nm between two identical metal electrodes that are connected by a wire. The polarization is 0.3 C/m², uniform and perpendicular to the film. Each electrode has an "effective screening length" of 0.02 nm. I am supposed to estimate the depolarizing field, and I get two answers that cannot both be right.

If I take the bound surface charge at face value, the field is $P/\varepsilon_0$, about 34 GV/m, which seems absurdly large. If I use the fact that the electrodes are shorted, the voltage is zero, so the field should be zero.

Where does the screening length enter, and does it count once or twice? I also don't see how a length smaller than an atom can matter in a film 5 nm thick. Finally, does it matter whether 0.3 C/m² is the polarization in the film as it sits there, or the value it would have without the field?

## Answer

Your two answers are the two extremes of one formula: no screening charge at all, and perfect screening. The short circuit makes the total voltage from the bulk of one metal to the bulk of the other vanish. It does not make the voltage across the film vanish, because some potential is also dropped at each metal surface.

**Setup and signs.** Let the film occupy $0<x<d$, with $P>0$ pointing along $+x$. For now, $P$ is the total polarization actually present in the film. The film is a single domain and contains no free or trapped charge. The electrodes have equal work functions and no voltage is applied, so I can set the potential $\phi$ to zero deep inside both metals.

### Charge on the electrodes

Let $\sigma$ be the free charge per area in the left electrode. Deep in the metal the displacement $D$ is zero. Gauss's law for a box reaching from there into the film gives

$$
\sigma = D = \varepsilon_0 E + P .
$$

The same argument on the right gives a charge $-\sigma$. The positive electrode charge on the left faces the negative bound charge $-P$ of the film, as screening requires.

If there were no free charge, $\sigma=0$ would give $E=-P/\varepsilon_0$. That is your first answer, with its sign: $-33\,882$ MV/m.

### Potential drop in each metal

The effective screening length $\lambda$ is defined by the size of the potential drop at one interface:

$$
|\Delta\phi| = \frac{\sigma\lambda}{\varepsilon_0}.
$$

A Thomas–Fermi metal shows where such a drop comes from. Let its relative background permittivity be $\kappa$ and its decay length $\ell$. In linear response the induced charge density is $\rho=-\varepsilon_0\kappa\,\phi/\ell^2$. Poisson's equation, $-\varepsilon_0\kappa\,\phi''=\rho$, becomes

$$
\phi''=\frac{\phi}{\ell^2}.
$$

In the left metal, the solution that vanishes far from the film is $\phi=\phi_L e^{x/\ell}$. Its field at the interface is $-\phi'(0)=-\phi_L/\ell$. The screening charge is spread through the metal, so there is no separate sheet of free charge at $x=0$ and $D$ is continuous there:

$$
-\varepsilon_0\kappa\,\frac{\phi_L}{\ell}=\sigma
\quad\Rightarrow\quad
\phi_L=-\frac{\sigma}{\varepsilon_0}\frac{\ell}{\kappa}.
$$

In the right metal, $\phi=\phi_R e^{-(x-d)/\ell}$, whose field at $x=d$ is $+\phi_R/\ell$. Continuity of $D$ now gives

$$
\varepsilon_0\kappa\,\frac{\phi_R}{\ell}=\sigma
\quad\Rightarrow\quad
\phi_R=+\frac{\sigma}{\varepsilon_0}\frac{\ell}{\kappa}.
$$

Comparison with the definition shows that $\lambda=\ell/\kappa$ in this model. So $\lambda$ is a measure of potential drop per charge, not the depth to which the charge extends, and a value smaller than an atom does not mean that the charge sits in a layer that thin. The decay lengths in the following examples are also shorter than an atomic diameter, so this continuum model illustrates the definition of $\lambda$ and is not a realistic picture of a metal surface. For example, $\ell=0.06$ nm with $\kappa=3$ and $\ell=0.10$ nm with $\kappa=5$ both give $\lambda=0.02$ nm.

### The short-circuit condition

Going from left to right, the potential falls by $\sigma\lambda/\varepsilon_0$ in the left metal, changes by $-Ed$ across the film, and falls by $\sigma\lambda/\varepsilon_0$ again in the right metal. The total change must be zero:

$$
-\frac{\sigma\lambda}{\varepsilon_0}-Ed-\frac{\sigma\lambda}{\varepsilon_0}=0
\quad\Rightarrow\quad
Ed=-\frac{2\lambda\sigma}{\varepsilon_0}.
$$

So the screening length counts twice, once per electrode, because the two drops have the same sign. Now insert $\sigma=\varepsilon_0E+P$:

$$
Ed=-2\lambda E-\frac{2\lambda P}{\varepsilon_0}.
$$

Collecting the terms in $E$ on the left gives $E(d+2\lambda)=-2\lambda P/\varepsilon_0$, or

$$
\boxed{E=-\frac{2\lambda}{d+2\lambda}\,\frac{P}{\varepsilon_0}}
$$

For $2\lambda\ll d$ this reduces to the quick estimate

$$
E\approx-\frac{2\lambda P}{\varepsilon_0 d}.
$$

The minus sign says that the field opposes the polarization. Both of your answers are contained here. For $\lambda\to0$ the field vanishes, and for $2\lambda\gg d$ it tends to $-P/\varepsilon_0$, the unscreened value.

### The numbers

The quick estimate is

$$
E\approx-\frac{2\,(0.02\times10^{-9}\ \mathrm{m})(0.3\ \mathrm{C/m^2})}{(8.854\times10^{-12}\ \mathrm{F/m})(5\times10^{-9}\ \mathrm{m})}
=-271\ \mathrm{MV/m}.
$$

The full formula has 5.04 nm in place of 5 nm in the denominator and gives $-269$ MV/m. The magnitude is therefore about **270 MV/m**, or 0.27 V/nm. The quick estimate is too large by the fraction $2\lambda/d=0.8\,\%$ of the full result, which is of no consequence here.

A numerical solution of Poisson's equation through metal, film and metal, which does not use the field formula, also gives $-268.9$ MV/m. It gives the same value when one electrode is replaced by a metal with different $\ell$ and $\kappa$ but the same ratio $\ell/\kappa$. These values are in the numerical output below.

The other quantities show why such a small length matters. The electrode charge is

$$
\sigma=P+\varepsilon_0E=0.3-0.0024=0.2976\ \mathrm{C/m^2},
$$

so 99.2 % of the bound charge is compensated. The remaining 0.8 % still produces a large field, because it is 0.8 % of 34 GV/m.

In terms of voltage, each metal surface drops

$$
\frac{\sigma\lambda}{\varepsilon_0}
=\frac{(0.2976\ \mathrm{C/m^2})(0.02\times10^{-9}\ \mathrm{m})}{8.854\times10^{-12}\ \mathrm{F/m}}
=0.672\ \mathrm{V},
$$

and the potential rises by 1.345 V across the film. Up to rounding, the rise cancels the two drops, and a voltmeter between the electrodes would read zero.

### Which polarization is 0.3 C/m²?

It matters. The boxed formula needs the polarization in the presence of the field. Suppose instead that 0.3 C/m² is the zero-field value $P_0$, and that the film responds linearly with relative permittivity $\kappa_f$:

$$
P=P_0+\varepsilon_0(\kappa_f-1)E .
$$

Then $\sigma=\varepsilon_0E+P=P_0+\varepsilon_0\kappa_fE$. The short-circuit condition $Ed=-2\lambda\sigma/\varepsilon_0$ is unchanged and now reads

$$
Ed=-\frac{2\lambda P_0}{\varepsilon_0}-2\lambda\kappa_fE
\quad\Rightarrow\quad
E=-\frac{2\lambda P_0}{\varepsilon_0(d+2\lambda\kappa_f)} .
$$

The correction is now governed by $2\lambda\kappa_f/d$, which need not be small even when $2\lambda/d$ is. With $P_0=0.3$ C/m²:

- For $\kappa_f=10$, the denominator length is $5+0.4=5.4$ nm. The field is $-251$ MV/m and the total polarization is 0.280 C/m².
- For $\kappa_f=100$, it is $5+4=9$ nm. The field is $-151$ MV/m and the total polarization is 0.168 C/m².

There is no conflict with the boxed formula. Substituting the new field into the expression for $P$ gives

$$
P=P_0\left[1-\frac{2\lambda(\kappa_f-1)}{d+2\lambda\kappa_f}\right]
=P_0\,\frac{d+2\lambda}{d+2\lambda\kappa_f},
$$

and putting this $P$ into the boxed formula cancels the factor $d+2\lambda$ and returns the same $E$. The field is weaker because the film has lost part of its polarization.

In the second case the loss is 44 % of $P_0$. A linear response should not be trusted over so large a change. One would then solve the boxed relation together with the nonlinear relation between $P$ and $E$ of the material, and the outcome can differ in kind. Take the simplest double well with the same $P_0$ and the same small-signal permittivity, $E=a\,(P^3/P_0^2-P)$ with $2a=1/[\varepsilon_0(\kappa_f-1)]$. Equating this to the boxed field gives $P^2=P_0^2\,[1-4\lambda(\kappa_f-1)/(d+2\lambda)]$. For $\kappa_f=10$ this is 0.278 C/m², close to the linear value. For $\kappa_f>1+(d+2\lambda)/(4\lambda)=64$ there is no polarized uniform state at all. In this model the largest opposing field the polarization can bear is $P_0/[3\sqrt3\,\varepsilon_0(\kappa_f-1)]$, which is 66 MV/m for $\kappa_f=100$, well below the 151 MV/m of the linear estimate. A film that soft would lose its uniform polarization or break into domains, and only a stiff film can hold 0.3 C/m² against a field of a few hundred MV/m. The estimate of 270 MV/m thus belongs to the reading in which 0.3 C/m² is the polarization the film actually has.

### How far to trust the estimate

The estimate depends directly on $\lambda$, which lumps the whole interface into one number. Taking the logarithmic derivative of the boxed formula at fixed $P$ and $d$,

$$
\frac{d\ln|E|}{d\ln\lambda}=1-\frac{2\lambda}{d+2\lambda}=\frac{d}{d+2\lambda}=0.992,
$$

so a relative error in $\lambda$ passes almost unchanged into $E$. With $\lambda=0.015$ nm the field is $-202$ MV/m, and with 0.025 nm it is $-335$ MV/m. If $\lambda$ is known only to a quarter of its value, the result is "200 to 340 MV/m" rather than 270.

The thickness dependence is close to $1/d$ as long as $P$ stays the same: at 10 nm the field is $-135$ MV/m, about half.

The assumptions can fail in several ways:

- **Domains.** If the film splits into domains of opposite polarization, the bound charge alternates in sign along the surface. The one-dimensional result then holds only away from the domain walls and in domains wider than about twice the film thickness. For the present numbers, with fixed $P$ and abrupt walls, the field in the middle of the film at the centre of a domain is 99 % of the one-dimensional value for a width $2d$, 83 % for a width $d$ and 34 % for a width $d/2$. In narrower domains the field varies along the film as well as across it.
- **Charge in the film.** The voltage of about 1.3 V across the film shifts its band edges by about 1.3 eV from one side to the other. If a band edge thereby reaches the Fermi level of an electrode, carriers enter the film. Their charge makes the field nonuniform, and the boxed formula no longer holds.
- **Different electrodes.** With unequal screening lengths, the two drops add to $\sigma(\lambda_1+\lambda_2)/\varepsilon_0$, so $2\lambda$ is replaced by $\lambda_1+\lambda_2$. A work-function difference adds a further term to the voltage balance, and the field is then no longer simply proportional to $P$.

## Table of computed values

```
polarization P: 0.300 C/m^2
effective screening length per electrode: 0.020 nm
film thickness d: 5.0 nm
vacuum permittivity: 8.854188e-12 F/m
unscreened field -P/eps0: -33882 MV/m
quick estimate of field: -271.1 MV/m
full formula for field: -268.9 MV/m
full formula for field: -0.2689 V/nm
field from Poisson grid, equal metals: -268.9 MV/m
field from Poisson grid, mixed metals: -268.9 MV/m
metal A: decay length 0.06 nm, relative permittivity 3
metal B: decay length 0.10 nm, relative permittivity 5
screening charge sigma: 0.2976 C/m^2
unscreened charge P - sigma: 0.00238 C/m^2
unscreened fraction: 0.794 percent
potential drop at each electrode: 0.672 V
potential rise across film: 1.345 V
field at doubled thickness 10 nm: -135.0 MV/m
field for screening length 0.015 nm: -202.1 MV/m
field for screening length 0.025 nm: -335.5 MV/m
responding film, relative permittivity 10: field -251.0 MV/m, total P 0.2800 C/m^2
responding film, relative permittivity 100: field -150.6 MV/m, total P 0.1680 C/m^2
```
